# Logarithmic growth of immersion gold on exponentially closing pores: test program

```python
"""
Immersion gold: logarithmic growth from exponentially closing pores.

Result under test: h(t) = L ln(1 + t/tau), L = lambda/s, s = b/(a+b),
tau = L/v0, when the open area fraction is theta = exp(-h/lambda).
h: mean gold thickness; v0: initial growth rate; u = F E/(R T): potential.
Dissolution per open area is k_a exp(a u); gold reduction per projected
area is k_c exp(-b u). a = 0 means constant current density in the pores.
The reference side finds u by root search and integrates in time.
Lengths are in nm, times in s, current densities in A/m^2.
"""
import numpy as np
from scipy.constants import R, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

FARADAY = physical_constants["Faraday constant"][0]
temperature = 350.0
closure_length = 20.0
a_tafel, b_tafel = 1.0, 0.5
k_anode, k_cathode = 10.0, 2.0
volume_gold, volume_metal = 10.0e-6, 7.0e-6      # m^3/mol
z_metal = 2
growth_per_current = 1e9 * volume_gold / FARADAY  # (nm/s)/(A/m^2)
loss_per_current = 1e9 * volume_metal / (z_metal * FARADAY)
times = np.array([30.0, 100.0, 300.0])


def cathode_current(u, ceiling=np.inf):
    return 1.0 / (1.0 / ceiling + np.exp(b_tafel * u) / k_cathode)


def mixed_potential(theta, a, k_a, ceiling=np.inf):
    def imbalance(u):
        return theta * k_a * np.exp(a * u) - cathode_current(u, ceiling)
    return brentq(imbalance, -20.0, 40.0, xtol=1e-13)


def exponential_closure(h, length):
    return np.exp(-h / length)


def reciprocal_closure(h, length):
    return 1.0 / (1.0 + h / length)


def simulate(a, k_a, length, closure=exponential_closure):
    """Return thickness, open-pore depth, mean loss and potential."""
    def rates(t, state):
        theta = closure(state[0], length)
        u = mixed_potential(theta, a, k_a)
        pore_current = k_a * np.exp(a * u)
        return [growth_per_current * cathode_current(u),
                loss_per_current * pore_current,
                loss_per_current * theta * pore_current]
    run = solve_ivp(rates, (0.0, times[-1]), [0.0, 0.0, 0.0],
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-10)
    assert run.success
    potentials = np.array([mixed_potential(closure(h, length), a, k_a)
                           for h in run.y[0]])
    return run.y[0], run.y[1], run.y[2], potentials


# Derived formulas
s = b_tafel / (a_tafel + b_tafel)
J0 = k_anode**s * k_cathode**(1.0 - s)
v0 = growth_per_current * J0
L = closure_length / s
tau = L / v0
h_formula = L * np.log1p(times / tau)
volume_ratio = volume_metal / (z_metal * volume_gold)
depth_formula = volume_ratio * closure_length * np.expm1(
    h_formula / closure_length)

# Power law of the mixed current in the open area
for theta in (1.0, 0.3, 0.01, 1e-5):
    current = cathode_current(mixed_potential(theta, a_tafel, k_anode))
    assert np.isclose(current, J0 * theta**s, rtol=1e-9)

# Growth, potential, and dissolution against direct integration
h_num, depth_num, loss_num, u_num = simulate(
    a_tafel, k_anode, closure_length)
u_start = mixed_potential(1.0, a_tafel, k_anode)
assert np.allclose(h_num, h_formula, rtol=1e-7)
assert np.allclose(u_num - u_start, np.log1p(times / tau) / b_tafel,
                   rtol=1e-7)
assert np.allclose(u_num - u_start,
                   h_num / (closure_length * (a_tafel + b_tafel)), rtol=1e-7)
assert np.allclose(depth_num, depth_formula, rtol=1e-7)
assert np.allclose(loss_num, volume_ratio * h_formula, rtol=1e-7)

# Constant pore current: same closure length and same initial rate
h_const, depth_const, _, _ = simulate(0.0, J0, closure_length)
tau_const = closure_length / v0
assert np.allclose(h_const, closure_length * np.log1p(times / tau_const),
                   rtol=1e-7)
assert np.all(h_const < h_num)

# A different mechanism and closure length with identical h(t) and u(t)
twin_length = closure_length * (a_tafel + b_tafel) / b_tafel
h_twin, depth_twin, _, u_twin = simulate(0.0, J0, twin_length)
assert np.allclose(h_twin, h_num, rtol=1e-7)
assert np.allclose(u_twin, u_num, rtol=1e-7, atol=1e-9)
assert depth_twin[-1] < 0.5 * depth_num[-1]

# Reciprocal closure gives parabolic growth instead of logarithmic growth
h_parabolic = simulate(0.0, J0, closure_length, reciprocal_closure)[0]
assert np.allclose(h_parabolic, closure_length * (
    np.sqrt(1.0 + 2.0 * v0 * times / closure_length) - 1.0), rtol=1e-7)

# Gold supply ceiling: nearly linear start, logarithmic end
ceiling = 0.1 * J0


def limited_rate(h):
    theta = exponential_closure(h, closure_length)
    u = mixed_potential(theta, a_tafel, k_anode, ceiling)
    return growth_per_current * cathode_current(u, ceiling)


def time_to_reach(h):
    return quad(lambda x: 1.0 / limited_rate(x), 0.0, h,
                epsabs=0.0, epsrel=1e-8, limit=200)[0]


h_early, h_late = 20.0, 1000.0
time_limited = time_to_reach(h_early)
time_linear = h_early / (growth_per_current * ceiling)
time_unlimited = tau * np.expm1(h_early / L)
late_slope = time_to_reach(h_late) * limited_rate(h_late)
assert 1.0 < time_limited / time_linear < 1.08
assert time_limited > 5.0 * time_unlimited
assert np.isclose(late_slope, L, rtol=1e-3)

mv_per_unit = 1000.0 * R * temperature / FARADAY
print(f"temperature: {temperature:.0f} K")
print(f"closure length lambda: {closure_length:.1f} nm")
print(f"Tafel coefficients a, b: {a_tafel:.2f}, {b_tafel:.2f}")
print(f"k_a, k_c: {k_anode:.1f}, {k_cathode:.1f} A/m^2")
print(f"molar volume, gold: {volume_gold*1e6:.1f} cm^3/mol")
print(f"molar volume, substrate: {volume_metal*1e6:.1f} cm^3/mol")
print(f"electrons per substrate atom z: {z_metal}")
print(f"exponent s: {s:.4f}")
print(f"initial current density J0: {J0:.4f} A/m^2")
print(f"initial growth rate v0: {v0:.4f} nm/s")
print(f"apparent length L: {L:.2f} nm")
print(f"time constant tau: {tau:.2f} s")
print(f"late slope per decade: {L*np.log(10):.2f} nm")
print(f"RT/F: {mv_per_unit:.3f} mV")
print(f"initial potential from reference: {u_start*mv_per_unit:.2f} mV")
for i, t in enumerate(times):
    theta = exponential_closure(h_num[i], closure_length)
    print(f"--- at time {t:.0f} s ---")
    print(f"thickness, formula: {h_formula[i]:.4f} nm")
    print(f"thickness, integrated: {h_num[i]:.4f} nm")
    print(f"open area fraction: {theta:.5f}")
    print(f"growth rate: {growth_per_current*cathode_current(u_num[i]):.4f} nm/s")
    print(f"potential rise: {(u_num[i]-u_start)*mv_per_unit:.2f} mV")
    print(f"mean substrate loss: {loss_num[i]:.2f} nm")
    print(f"depth under open pore: {depth_num[i]:.2f} nm")
print("--- comparisons at 300 s ---")
print(f"constant pore current, tau: {tau_const:.2f} s")
print(f"constant pore current, thickness: {h_const[-1]:.2f} nm")
print(f"constant pore current, depth: {depth_const[-1]:.2f} nm")
print(f"twin model, closure length: {twin_length:.1f} nm")
print(f"twin model, thickness: {h_twin[-1]:.4f} nm")
print(f"twin model, pore depth: {depth_twin[-1]:.2f} nm")
print(f"reciprocal closure, thickness: {h_parabolic[-1]:.2f} nm")
print("--- gold supply ceiling ---")
print(f"ceiling J_L: {ceiling:.4f} A/m^2")
print(f"time to {h_early:.0f} nm, with ceiling: {time_limited:.1f} s")
print(f"time to {h_early:.0f} nm, linear at J_L: {time_linear:.1f} s")
print(f"time to {h_early:.0f} nm, no ceiling: {time_unlimited:.1f} s")
print(f"t dh/dt at {h_late:.0f} nm (formal limit): {late_slope:.3f} nm")
print("done: every assertion held")
```

Output:

```
temperature: 350 K
closure length lambda: 20.0 nm
Tafel coefficients a, b: 1.00, 0.50
k_a, k_c: 10.0, 2.0 A/m^2
molar volume, gold: 10.0 cm^3/mol
molar volume, substrate: 7.0 cm^3/mol
electrons per substrate atom z: 2
exponent s: 0.3333
initial current density J0: 3.4200 A/m^2
initial growth rate v0: 0.3545 nm/s
apparent length L: 60.00 nm
time constant tau: 169.27 s
late slope per decade: 138.16 nm
RT/F: 30.161 mV
initial potential from reference: -32.36 mV
--- at time 30 s ---
thickness, formula: 9.7897 nm
thickness, integrated: 9.7897 nm
open area fraction: 0.61294
growth rate: 0.3011 nm/s
potential rise: 9.84 mV
mean substrate loss: 3.43 nm
depth under open pore: 4.42 nm
--- at time 100 s ---
thickness, formula: 27.8525 nm
thickness, integrated: 27.8525 nm
open area fraction: 0.24842
growth rate: 0.2228 nm/s
potential rise: 28.00 mV
mean substrate loss: 9.75 nm
depth under open pore: 21.18 nm
--- at time 300 s ---
thickness, formula: 61.1799 nm
thickness, integrated: 61.1799 nm
open area fraction: 0.04693
growth rate: 0.1279 nm/s
potential rise: 61.51 mV
mean substrate loss: 21.41 nm
depth under open pore: 142.14 nm
--- comparisons at 300 s ---
constant pore current, tau: 56.42 s
constant pore current, thickness: 36.86 nm
constant pore current, depth: 37.22 nm
twin model, closure length: 60.0 nm
twin model, thickness: 61.1799 nm
twin model, pore depth: 37.22 nm
reciprocal closure, thickness: 48.22 nm
--- gold supply ceiling ---
ceiling J_L: 0.3420 A/m^2
time to 20 nm, with ceiling: 586.9 s
time to 20 nm, linear at J_L: 564.2 s
time to 20 nm, no ceiling: 67.0 s
t dh/dt at 1000 nm (formal limit): 60.000 nm
done: every assertion held
```
